# Rotational constants of trimethylaluminium with methyl groups as point masses

**Question.** Trimethylaluminium, Al(CH₃)₃, is a volatile precursor for aluminium-containing films. Model one molecule as a rigid planar body: three point masses $m=15.02$ u, one for each methyl group, stand at the corners of an equilateral triangle, each at $r=1.96$ angstrom from an aluminium atom at the centre. Parts (a) to (c) treat this model, and parts (d) to (f) ask how far it can be trusted.

Take $h=6.62607\times10^{-34}$ J s, $c=299792458$ m/s and $1\ \mathrm{u}=1.660539\times10^{-27}$ kg.

## (a) Moments of inertia

*Find the moments of inertia about an arbitrary in-plane axis through aluminium and about the perpendicular axis.*

**Answer.** Put aluminium at the origin and the methyls at $r(\cos\varphi_k,\sin\varphi_k,0)$, with $\varphi_k=0°,120°,240°$. Then

$$\sum_k\cos\varphi_k=1-\tfrac12-\tfrac12=0,\qquad \sum_k\sin\varphi_k=0+\tfrac{\sqrt3}{2}-\tfrac{\sqrt3}{2}=0 .$$

The centre of mass is therefore at aluminium. That atom lies on every axis used here and adds no inertia, whatever its mass.

An in-plane axis at angle $\beta$ to the first bond passes methyl $k$ at distance $r|\sin(\varphi_k-\beta)|$. Using $\sin^2x=\tfrac12(1-\cos2x)$,

$$I_b=mr^2\sum_k\sin^2(\varphi_k-\beta)=mr^2\Big[\tfrac32-\tfrac12\sum_k\cos(2\varphi_k-2\beta)\Big].$$

The doubled angles are 0°, 240° and 480°, and the last is equivalent to 120°. They form the same set as before, so their cosines and sines again add to zero, and the last sum vanishes for every $\beta$:

$$I_b=\tfrac32mr^2 .$$

All three methyls are at distance $r$ from the perpendicular axis, so

$$I_c=3mr^2=2I_b .$$

These are principal moments. Products of inertia with the perpendicular direction vanish because all masses lie in the plane, and the in-plane product vanishes because the moment does not depend on $\beta$.

## (b) Energy levels

*Derive the rotational levels and define the two rotational constants. Which is larger?*

**Answer.** Let $J_x,J_y,J_c$ be the angular momentum components along axes fixed in the body, with $c$ perpendicular to the plane. With $J_x^2+J_y^2=\mathbf J^2-J_c^2$,

$$H=\frac{J_x^2+J_y^2}{2I_b}+\frac{J_c^2}{2I_c}=\frac{\mathbf J^2}{2I_b}+\left(\frac1{2I_c}-\frac1{2I_b}\right)J_c^2 .$$

The eigenvalues follow from the commutators of the body-fixed components. Write $J_x=\mathbf e_x\cdot\mathbf J$, and similarly for the others, where the unit vectors turn with the body. Two facts are needed. First, $J_y$ is a scalar product, so it commutes with the space-fixed components $J_i$. Second, $\mathbf e_x$ is a vector, so $[e_{xi},J_j]=i\hbar\sum_k\epsilon_{ijk}e_{xk}$. The components of the unit vectors commute among themselves. Hence

$$[J_x,J_y]=\sum_{ij}e_{yj}[e_{xi},J_j]J_i=i\hbar(\mathbf e_y\times\mathbf e_x)\cdot\mathbf J=-i\hbar J_c ,$$

and cyclically. The sign is opposite to the usual one. For $J'_a=-J_a$ the left side is unchanged and the right side becomes $+i\hbar J'_c$, which is the usual algebra. So $\mathbf J^2$ has eigenvalues $\hbar^2J(J+1)$, and $J_c$ has eigenvalues $\hbar K$ with $K=-J,\dots,J$. $J$ is an integer because the wavefunction must return to itself after a full turn of the body.

Dividing by $hc$ expresses the energy as a wavenumber. Since

$$\frac{\hbar^2}{2I\,hc}=\frac{h^2}{4\pi^2}\,\frac{1}{2I\,hc}=\frac{h}{8\pi^2cI},$$

the levels are

$$\frac{E}{hc}=BJ(J+1)+(C-B)K^2,\qquad B=\frac{h}{8\pi^2cI_b},\quad C=\frac{h}{8\pi^2cI_c}.$$

The smaller moment gives the larger constant. That constant is $B$, and $C=B/2$ because $I_c=2I_b$. At fixed $J$ the energy falls as $|K|$ grows, since more of the rotation is then about the axis of larger inertia. A body with $I_c>I_b$ is called an oblate symmetric top.

## (c) The larger constant

*Show that the larger rotational constant is about 0.195 per cm. Give the $J=1$ levels and the effect of a bond 0.01 angstrom longer.*

**Answer.** The methyl mass is $m=2.4941\times10^{-26}$ kg, so

$$I_b=\tfrac32(2.4941\times10^{-26}\ \mathrm{kg})(1.96\times10^{-10}\ \mathrm m)^2=1.4372\times10^{-45}\ \mathrm{kg\,m^2}.$$

Then

$$B=\frac{6.62607\times10^{-34}\ \mathrm{J\,s}}{8\pi^2(299792458\ \mathrm{m/s})(1.4372\times10^{-45}\ \mathrm{kg\,m^2})}=19.48\ \mathrm{m^{-1}}=0.1948\ \mathrm{cm^{-1}},$$

which is 0.195 per cm to three figures. As a frequency, $cB=5.839$ GHz. The smaller constant is $C=0.0974$ per cm.

For $J=1$, the level $K=0$ lies at $2B=0.3895$ per cm. The values $K=\pm1$ share a level at $2B+(C-B)=B+C=0.2922$ per cm. Each value of $K$ stands for $2J+1=3$ states, which differ in the projection of $\mathbf J$ on a space-fixed axis. Both levels are measured from $J=0$. This count treats the three methyls as distinguishable. For three identical spinless point masses, exchange symmetry would forbid every $J=1$ level. In the real molecule the nuclear spins allow these levels and multiply each by a spin weight, which is not counted here.

At fixed mass $B\propto r^{-2}$, so $dB/B=-2\,dr/r$ for small changes. Recalculating with $r$ longer by 0.01 angstrom changes $B$ by −1.01 percent. That is about 0.002 per cm, or two units in the third figure of $B$. Fixing this figure to within half a unit for the real molecule would require a bond length known to about 0.0025 angstrom and a point-methyl picture that is equally good. Part (d) examines the second condition.

## (d) Restoring the hydrogens

*Split each methyl into a carbon of 12 u at distance $r$ and three equal hydrogens, keeping the total at 15.02 u. Use the rough values 1.10 angstrom for C–H and 111° for the angle Al–C–H. Find the new $B$.*

**Answer.** Each hydrogen has mass $m_H=(15.02-12)/3=1.0067$ u. Measured from carbon, it lies outward along the bond by

$$a=-1.10\cos111°=0.3942\ \text{angstrom},$$

and away from the bond line by $b=1.10\sin111°=1.0269$ angstrom. The methyl's centre of mass is therefore beyond carbon by

$$s=\frac{3m_Ha}{m}=0.0793\ \text{angstrom}.$$

About the bond line, the methyl's own moment is

$$i_\parallel=3m_Hb^2=3.185\ \mathrm{u\,angstrom^2}.$$

About a transverse axis through its centre of mass there are two parts. The spread of the hydrogens across the bond gives $\tfrac32m_Hb^2$, by the angular sum of part (a). The spread along the bond gives, with $a-s=am_C/m$,

$$m_Cs^2+3m_H(a-s)^2=\frac{3m_Hm_Ca^2}{m^2}(3m_H+m_C)=\frac{3m_Hm_C}{m}a^2 .$$

Together,

$$i_\perp=\tfrac32m_Hb^2+\frac{3m_Hm_C}{m}a^2=1.967\ \mathrm{u\,angstrom^2}.$$

Neither moment depends on how the methyl is twisted about its bond, because the angular sum holds for every orientation of the three hydrogens. The products of inertia between the bond and transverse directions vanish because the hydrogens' transverse displacements add to zero.

For an in-plane molecular axis at angle $\psi_k$ to bond $k$, the parallel-axis theorem gives

$$I_b'=\sum_k\left[m(r+s)^2\sin^2\psi_k+i_\parallel\cos^2\psi_k+i_\perp\sin^2\psi_k\right].$$

Both $\sum\sin^2\psi_k$ and $\sum\cos^2\psi_k$ equal $\tfrac32$, so

$$I_b'=\tfrac32\left[m(r+s)^2+i_\parallel+i_\perp\right]=\tfrac32\left[15.02(2.0393)^2+3.185+1.967\right]=101.42\ \mathrm{u\,angstrom^2}.$$

The point model has 86.55 in the same unit. Since $B\propto1/I_b$,

$$B'=0.1948\times\frac{86.55}{101.42}=0.1662\ \mathrm{cm^{-1}},$$

which is 14.7 percent below the point-model value. The outward shift of the mass centres alone lowers $B$ to 0.1799 per cm, and the methyls' own inertia accounts for the rest. If $m_H\to0$ at fixed $m$, then $s$, $i_\parallel$ and $i_\perp$ vanish and the point model returns.

For methyls locked rigidly to the frame, the relation $C=B/2$ also fails. The perpendicular axis is transverse to every bond, so $I_c'=3m(r+s)^2+3i_\perp$ and $2I_b'-I_c'=3i_\parallel>0$. Hydrogens now lie outside the plane, and $C'$ exceeds $B'/2$. This rests on the locking. A methyl that turns freely about its bond, in its lowest twisting state, does not follow the frame's rotation about that bond, so $i_\parallel$ drops out of the in-plane moment. That moment is then $\tfrac32[m(r+s)^2+i_\perp]=96.64\ \mathrm{u\,angstrom^2}$, the constant rises to 0.174 per cm, and $C=B/2$ returns. The twist in the real monomer is only weakly hindered, so its effective constant in that state lies between these two limits.

## (e) Centrifugal stretching

*Estimate the stretching of the bonds by thermal rotation about the perpendicular axis at 473 K. Take a rough bond stiffness $\kappa=250$ N/m.*

**Answer.** The rotational constants, a fraction of a per cm, are far below $k_BT/(hc)$, which is about 330 per cm, so classical equipartition applies: $\tfrac12I_c\omega^2=\tfrac12k_BT$ on average. With $I_c=3mr^2$, $\omega^2=k_BT/(3mr^2)$. Each bond supplies the centripetal force, $\kappa\,\delta r=m\omega^2(r+\delta r)\approx m\omega^2r$, so to leading order

$$\frac{\delta r}{r}=\frac{m\omega^2}{\kappa}=\frac{k_BT}{3\kappa r^2}\approx2.3\times10^{-4}.$$

This is about 0.023 percent of $r$. The corresponding change of $B$ is $-2\,\delta r/r$, or about −0.045 percent, which is negligible beside the effect of the hydrogens. Rotation about the two in-plane axes is not included in this figure, and it is the larger part. Each has $\omega^2=k_BT/I_b=2k_BT/(3mr^2)$ on average, and together they pull every methyl outward with $m\omega^2r$, twice the force found above. All three axes therefore give $\delta r/r\approx k_BT/(\kappa r^2)=6.8\times10^{-4}$ and a change of $B$ near −0.14 percent, still negligible beside the effect of the hydrogens.

## (f) Is the vapour made of monomers?

*The vapour also contains the dimer Al₂(CH₃)₆. For its dissociation take the rough values $\Delta H=85$ kJ/mol and $\Delta S=180$ J/(mol K), independent of temperature, at a standard pressure of 1 bar. Find the dissociated fraction at 1 Torr for 300 K and 473 K.*

**Answer.** Of $n$ original dimers, let a fraction $\alpha$ dissociate. There are then $n(1-\alpha)$ dimers and $2n\alpha$ monomers, $n(1+\alpha)$ molecules in all. Let $p$ be the combined partial pressure of both species in bar. For ideal gases in equilibrium,

$$K_{eq}=\frac{p_{mono}^2}{p_{dimer}}=\frac{[2\alpha p/(1+\alpha)]^2}{(1-\alpha)p/(1+\alpha)}=\frac{4\alpha^2p}{1-\alpha^2}.$$

Hence $K_{eq}=\alpha^2(K_{eq}+4p)$, and

$$\alpha=\sqrt{\frac{K_{eq}}{K_{eq}+4p}},\qquad K_{eq}=\exp\left(-\frac{\Delta H}{RT}+\frac{\Delta S}{R}\right).$$

Here $p=1.333\times10^{-3}$ bar. At 300 K, $K_{eq}=4.00\times10^{-6}$ and $\alpha=2.7$ percent. At 473 K, $K_{eq}=1.04$ and $\alpha=99.7$ percent. The first fraction is only a rough guide, because $K_{eq}$ depends exponentially on the rough $\Delta H$. The second is less sensitive, because $K_{eq}$ is far larger than $4p$.

**The model beside the real precursor.** Consider a deposition reactor at 473 K with the precursor at 1 Torr. If the vapour has time to reach equilibrium there, it is almost entirely monomer, so the monomer is the relevant body there. A single rigid-body constant still leaves out the vibrations and methyl twisting excited at this temperature. In cool storage vapour most of the material is dimer, a different body with different moments. Even for the monomer, 0.195 per cm is a property of the point-methyl model. With hydrogens included, the estimate is about 0.17 per cm, from 0.166 for locked methyls to 0.174 for freely twisting ones, with a rough methyl geometry. Averaging over molecular vibrations is left out of both values. The numerical output below lists the main inputs and results.

## Table of computed values

```
INPUTS OF THE MODEL
methyl mass m = 15.02 u
Al-C distance r = 1.96 angstrom
atomic mass constant = 1.660539e-27 kg
Planck constant h = 6.62607015e-34 J s
speed of light c = 299792458 m/s
RESULTS OF THE MODEL
methyl mass in SI = 2.4941e-26 kg
in-plane moment I_b = 1.4372e-45 kg m^2
perpendicular moment I_c = 2.8744e-45 kg m^2
larger constant B = 0.1948 per cm
larger constant B, converted = 5.839 GHz
smaller constant C = 0.0974 per cm
level J=1, K=0: 0.3895 per cm
level J=1, |K|=1: 0.2922 per cm
EXPLICIT HYDROGENS (rough geometry)
C-H length = 1.10 angstrom
Al-C-H angle = 111 degrees
hydrogen mass that keeps m fixed = 1.0067 u
hydrogen offset along bond a = 0.3942 angstrom
hydrogen distance from bond line b = 1.0269 angstrom
outward shift of methyl mass centre s = 0.0793 angstrom
methyl own moment i_par = 3.185 u angstrom^2
methyl own moment i_perp = 1.967 u angstrom^2
I_b of point model = 86.55 u angstrom^2
I_b with hydrogens = 101.42 u angstrom^2
B with shifted mass centre only = 0.1799 per cm
B with explicit hydrogens = 0.1662 per cm
change of B from hydrogens = -14.7 percent
SMALLER EFFECTS
change of B for r longer by 0.01 angstrom = -1.01 percent
bond stiffness (rough) = 250 N/m
thermal centrifugal stretch at 473 K = 0.0227 percent of r
change of B from that stretch = -0.0453 percent
MONOMER IN THE VAPOUR (rough thermochemistry)
dissociation enthalpy = 85 kJ/mol
dissociation entropy = 180 J/(mol K)
pressure = 1 Torr, converted = 1.333e-03 bar
equilibrium constant at 300 K = 4.00e-06 (standard 1 bar)
dissociated fraction of dimer at 300 K = 2.7 percent
equilibrium constant at 473 K = 1.04e+00 (standard 1 bar)
dissociated fraction of dimer at 473 K = 99.7 percent
```
